# Why linear friction never stops an ion but a constant force does

**Question.** An ion enters a solid and is slowed by a friction force proportional to its speed. Why is its path finite although it never comes to rest? And why does a constant nuclear stopping force, however weak, bring it to rest in a finite time?

**Answer.**

## Two ways to spend momentum

Let the ion have mass $m$, speed $v$ and initial speed $v_0$. It has no driving force behind it, and its speed is far below that of light. The solid is treated as a continuous medium that resists the motion with a force of magnitude $G(v)$. Newton's law is then

$$m\frac{dv}{dt}=-G(v).$$

Take friction alone, $G=\gamma v$ with $\gamma>0$. This is a good approximation to the electronic stopping of a slow ion in a metal with nearly free electrons, which respond in proportion to its speed. In a semiconductor or insulator the same law is an approximation that fails at very low speed, because the band gap hinders the excitation of electrons. Let $s$ be the distance travelled along the path. Since $v=ds/dt$,

$$m\,dv=-\gamma v\,dt=-\gamma\,ds .$$

Friction therefore removes the same momentum, $\gamma$, in every unit of *distance*. The ion starts with momentum $mv_0$, so it cannot travel farther than $mv_0/\gamma$. In each unit of *time*, however, friction removes $\gamma v$, and this rate fades as the ion slows. The closer the ion is to rest, the more feebly it is braked.

A constant force $F>0$ works the other way. It removes momentum $F$ in every unit of time, whatever the speed. Under this force the supply $mv_0$ cannot last longer than $mv_0/F$, and friction acting beside it can only shorten that time.

So friction limits the distance, and a constant force limits the time.

## Friction alone

Define $\tau=m/\gamma$, which is a time. Newton's law becomes $dv/dt=-v/\tau$, with the solution

$$v(t)=v_0e^{-t/\tau}.$$

The exponential is positive at every finite $t$, so the ion never stops. Integrating the speed gives

$$s(t)=\int_0^t v_0e^{-t'/\tau}dt'=v_0\tau\left(1-e^{-t/\tau}\right)\;\longrightarrow\;v_0\tau .$$

The distance still to go is $v_0\tau-s=\tau v$, proportional to the speed that is left.

Successive halvings of the speed show how an infinite time fits a finite path. Each halving requires $e^{-t/\tau}=1/2$, hence the same time $\tau\ln2$. The distance covered is $\tau$ times the speed lost: $v_0\tau/2$, then $v_0\tau/4$, then $v_0\tau/8$. Infinitely many equal times add up to infinity, while the distances add up to $v_0\tau$.

## Adding a constant force

Now let $G=\gamma v+F$. The force $F$ opposes the motion and ends when the ion is at rest; it does not drive the ion backwards. Define the speed at which the two forces are equal,

$$u=\frac{F}{\gamma}.$$

Dividing Newton's law by $m$ gives

$$\frac{dv}{dt}=-\frac{\gamma v+F}{m}=-\frac{v+u}{\tau}.$$

Since $u$ is constant, $v+u$ has the same derivative as $v$. It is therefore the sum $v+u$ that decays exponentially:

$$v(t)=(v_0+u)e^{-t/\tau}-u .$$

This curve heads for $-u$, not for zero, and so it crosses zero at a finite time $T$. Setting $v(T)=0$ gives $e^{T/\tau}=(v_0+u)/u$, or

$$\boxed{T=\tau\ln\left(1+\frac{v_0}{u}\right)}$$

The path follows from the momentum balance. Integrate $m\,dv=-\gamma\,ds-F\,dt$ from the start to the stop. The left side gives $-mv_0$, the right side $-\gamma R-FT$, where $R$ is the total path. Thus

$$mv_0=\gamma R+FT .$$

Dividing by $\gamma$ and inserting $T$,

$$\boxed{R=v_0\tau-uT=\tau\left[v_0-u\ln\left(1+\frac{v_0}{u}\right)\right]}$$

The same formulas hold from any later moment if $v_0$ is replaced by the current speed. Starting from $v=u$, the last stage takes $\tau\ln2$ and covers $\tau u(1-\ln2)$. Its duration does not depend on $F$: a weaker force takes over at a lower speed, and has proportionally less momentum to remove.

## The two limits

**Weak constant force.** When $u\ll v_0$, the 1 in the logarithm can be dropped:

$$T\approx\tau\ln\frac{v_0}{u}=\tau\ln\frac{\gamma v_0}{F}.$$

Each tenfold reduction of $F$ adds $\tau\ln10$ to the stopping time. The time does go to infinity as $F\to0$, but only logarithmically. The path has no such divergence: $uT$ tends to zero, so $R$ tends to $v_0\tau$. A tiny constant force thus changes the path very little, yet it turns an infinite time into a finite one.

**Weak friction.** When $x=v_0/u\ll1$, use $\ln(1+x)\approx x-x^2/2$. The leading terms are

$$T\to\tau\frac{v_0}{u}=\frac{mv_0}{F},\qquad R\to\tau\left[v_0-u\left(x-\frac{x^2}{2}\right)\right]=\frac{\tau v_0^2}{2u}=\frac{mv_0^2}{2F}=\frac{E_0}{F},$$

where $E_0$ is the initial energy. These are the results for uniform deceleration. Since $\ln(1+x)<x$ for $x>0$, any friction makes $T$ smaller than $mv_0/F$.

## What matters is the force near rest

For a general force, losing a small amount of speed $dv$ costs a time $m\,dv/G$ and a distance $mv\,dv/G$. Suppose that $G=Av^p$ near rest. The costs of the final approach are then

$$\frac{m}{A}\int_0 v^{-p}\,dv,\qquad \frac{m}{A}\int_0 v^{1-p}\,dv .$$

The first is finite for $p<1$, the second for $p<2$. Linear friction has $p=1$: it fails the first condition and meets the second. A constant force has $p=0$ and meets both. When two forces act together, the one with the smaller power dominates near rest, so the constant force decides the outcome however small it is.

This also shows where the argument can fail. The word "nuclear" does not guarantee a finite time; a force that survives at low speed does. The ZBL universal formula describes the mean energy loss to screened atomic collisions. Its force is proportional to

$$\frac{\ln(1+1.1383\,\varepsilon)}{2\left(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5}\right)},$$

where $\varepsilon$ is the ion energy in scaled units. As $\varepsilon\to0$ the numerator becomes $1.1383\,\varepsilon$ and the term $\varepsilon^{0.21226}$ dominates the denominator. The force then varies as $\varepsilon^{0.788}$, that is, as $v^{1.575}$. This vanishes faster than friction, so ZBL stopping plus linear friction, taken literally down to zero energy, again gives an infinite time. This limit lies far outside the physical range: for the boron example below, the ZBL force still exceeds friction about sevenfold at 10 eV and more than threefold at thermal energy, and friction overtakes it only below about $2\times10^{-4}$ eV.

A real ion does not follow that limit. At energies of a few electronvolts it is held by the surrounding atoms, and a continuous mean force no longer describes it. It is this capture, not a constant force, that ends its flight. The constant $F$ is only a rough average of the nuclear force along the path and does not describe that force near rest: in the example below, the ZBL force falls from 81 eV/nm at 1 keV to 14 eV/nm at 10 eV.

## An implanted ion in numbers

Take an ion of mass 11 u at 100 keV, with a friction force of 200 eV/nm at the initial energy and a constant force of 50 eV/nm. These are round values in the regime of boron implanted into silicon.

The initial speed is $v_0=\sqrt{2E_0/m}=1.3245$ nm/fs. The friction-only path needs no separate value of $\gamma$:

$$v_0\tau=\frac{mv_0^2}{\gamma v_0}=\frac{2E_0}{\gamma v_0}=\frac{200\,000\ \text{eV}}{200\ \text{eV/nm}}=1000\ \text{nm}.$$

Hence $\tau=1000/1.3245=755$ fs. With friction alone, the speed halves every 523 fs, and the first four halvings cover 500, 250, 125 and 62.5 nm. After 1 ps the ion has travelled 734 nm, and after 5 ps 998.7 nm. In the model it is still moving after 10 ps, at about $2\times10^{-6}$ nm/fs.

With the constant force, $u/v_0=50/200=0.25$, and

$$T=755\ln5=1215\ \text{fs}=1.2\ \text{ps},$$

$$R=1000\,(1-0.25\ln5)=598\ \text{nm}.$$

The constant force takes $FR/E_0=50\times597.6/100\,000=30\%$ of the energy. It takes a larger share of the momentum, $FT/(mv_0)=1215/3020=40\%$, because it keeps its strength during the slow part of the journey. The last stage begins at 6.25 keV, where the two forces are equal. It takes 523 fs, or 43% of the time, but covers 77 nm, or 13% of the path.

Now weaken the constant force, with the ion and the friction held fixed:

| $F$ (eV/nm) | $T$ (fs) | $R$ (nm) |
|---:|---:|---:|
| 50 | 1215 | 598 |
| 5 | 2804 | 907 |
| 0.5 | 4525 | 985 |
| 0.05 | 6262 | 998 |
| 0.005 | 8001 | 999.7 |

The later steps each add nearly $\tau\ln10=1738.5$ fs. The first adds less, because $v_0/u=4$ is not yet large. A force ten thousand times weaker lengthens the stopping time less than sevenfold.

## From path length to depth

$R$ is measured along the path. Collisions with target atoms also turn the ion, so it ends at a smaller depth. The size of this effect can be estimated from the conservation of energy and momentum.

Let an ion of mass $M_1$, energy $E$ and momentum $p$ give energy $Q$ to a resting atom of mass $M_2$, and be deflected by an angle $\phi$. Write $x=Q/E$ and $\mu=M_2/M_1$. In an elastic collision the ion keeps momentum $p\sqrt{1-x}$. The squared recoil momentum is $2M_2Q=\mu xp^2$. The momentum triangle gives

$$\mu x=1+(1-x)-2\sqrt{1-x}\,\cos\phi,\qquad \cos\phi=\frac{1-(1+\mu)x/2}{\sqrt{1-x}} .$$

For soft collisions $1/\sqrt{1-x}\approx1+x/2$, so $1-\cos\phi\approx\mu x/2$.

Let $c$ be the mean cosine of the angle between the ion's direction and its initial direction. Sideways deflections are equally likely all around the path, so on average a collision multiplies $c$ by $\cos\phi$. Over a path $ds$ the collisions take the energy $F\,ds$. Therefore

$$\frac{dc}{c}=-\frac{\mu}{2}\frac{F\,ds}{E}.$$

Insert $E=mv^2/2$ and $ds=-mv\,dv/(\gamma v+F)$:

$$\frac{dc}{c}=\frac{\mu u\,dv}{v(v+u)}=\mu\left(\frac1v-\frac1{v+u}\right)dv .$$

With $c=1$ at $v=v_0$, integration gives

$$c(v)=\left[\frac{v\,(v_0+u)}{v_0\,(v+u)}\right]^{\mu}.$$

The mean depth is the path weighted with this cosine,

$$D=\int c\,ds=\tau\int_0^{v_0}\frac{v}{v+u}\,c(v)\,dv .$$

For a target mass of 28 u, $\mu=28/11$, and numerical integration gives $D=398$ nm, one third less than the path. This is a soft-collision estimate, and it ignores differences in energy loss between ions.

## How far the model can be trusted

The chosen forces are reasonable for boron in silicon. At a rounded density of 50 atoms/nm³, the Lindhard-Scharff formula for electronic stopping gives 206 eV/nm at 100 keV. The ZBL formula gives a nuclear force of 30 eV/nm at 100 keV, 80 at 10 keV, 81 at 1 keV and 14 at 10 eV, so a constant 50 eV/nm is a crude average. Replacing it by the ZBL force and integrating numerically down to 10 eV gives 1081 fs and 567 nm. The constant force gives 1186 fs to the same energy, with less than $10/50=0.2$ nm of its 598 nm path then left.

A 50% error in the friction strength would matter more than this replacement. If the friction is 50% larger with $F$ unchanged, the path falls to 450 nm and the stopping time to 979 fs. Ions also differ from one another, because each meets its own sequence of collisions. An energy deviation $\delta E$ changes the remaining path by about $\delta E/G$. Adding the variances of unscreened Coulomb collisions (Bohr's estimate) along the path gives a spread of about 130 nm. This is well on the high side: screening suppresses the variance strongly at low energy, and with screened ZBL collisions the spread of the path is about 75 to 80 nm.

Real 100 keV boron implants in silicon have a mean depth of very roughly 300 nm. The model's 398 nm is thus of the right size but too deep, and stronger friction would move it the right way: with 300 eV/nm at the initial energy the same integral gives 320 nm, which suggests that 200 eV/nm is on the low side. In a crystal, an ion steered along an open channel meets much weaker nuclear stopping. If its friction were unchanged, its path would move towards the friction-only value of 1000 nm.

The infinite time is itself an idealization. In silicon the band gap weakens the electronic friction well before the ion reaches thermal energy, so the linear law is only an extrapolation there. At 300 K the mean thermal energy $\tfrac32k_BT_{\text{s}}$, with $T_{\text{s}}$ the temperature of the solid, is 0.039 eV. Friction alone would bring the ion to this energy after 5.6 ps, with 0.6 nm left to travel. Beyond that point thermal motion can no longer be neglected, and the endless exponential tail loses its physical meaning.

Numbers in the example were calculated in double precision.
